# Curvature coefficients of ion-induced mass redistribution from crater functions: a program that tests the result

```python
"""
RESULT UNDER TEST
For volume-conserving ion impacts, the long-wave surface equation is
    h_t = S_X h_xx + S_Y h_yy,
    S_X = d/dtheta [J cos(theta) M(theta)],
    S_Y = J cos(theta) cot(theta) M(theta).
J: ion flux through a plane normal to the beam; theta: incidence angle from
the surface normal; M: first moment of the height change of one impact,
positive downbeam. The beam travels along (sin theta, 0, -cos theta).
Crater model: a Gaussian cascade (depth a along the beam, widths sp along and
st across it), cut off by the surface; atoms inside move by d along the beam,
and the volume relaxes along the local normal.
Lengths are in nm and times in s unless a name says otherwise.
"""
import numpy as np
from scipy.constants import centi, nano
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import norm

# Rough, chosen parameters: argon ions of about 1 keV on germanium
flux_cm2 = 1.0e14
J = flux_cm2 * (nano / centi) ** 2
a, sp, st = 1.5, 1.0, 0.8
atom_volume = 0.023
moved_atoms = 50.0
d = 0.2
V = moved_atoms * atom_volume
yield_normal = 1.0
gamma_SI, film, eta_SI = 1.0, 3.0, 2.0e9
theta_ex = np.radians(65.0)

# Quadrature grids: horizontal position relative to impact, and depth
step = 0.4
xs = np.arange(-6.4, 8.01, step)
ys = np.arange(-6.0, 6.01, step)
X2, Y2 = np.meshgrid(xs, ys, indexing="ij")
nodes, weights = np.polynomial.legendre.leggauss(40)
depth = 4.5 * (nodes + 1.0)
depth_weight = 4.5 * weights
X3, Y3 = X2[:, :, None], Y2[:, :, None]


def cascade(x, y, z, theta):
    """Normalized cascade density at a position relative to the impact."""
    along = x * np.sin(theta) - z * np.cos(theta)
    across2 = x**2 + y**2 + z**2 - along**2
    exponent = -(along - a)**2 / (2*sp**2) - across2 / (2*st**2)
    return np.exp(exponent) / ((2*np.pi)**1.5 * sp * st**2)


# Erosion strength from the chosen normal-incidence sputter yield
surface_density = np.sum(cascade(X2, Y2, 0.0, 0.0)) * step**2
erosion_strength = atom_volume * yield_normal / surface_density


def ripple_S(theta, k, axis, process="move"):
    """-(relative amplitude rate)/k^2, by summing impacts on a ripple."""
    slope_max = 3e-4
    amp = slope_max / k
    beam = np.array([np.sin(theta), 0.0, -np.cos(theta)])
    total = 0.0
    phases = 2*np.pi*np.arange(8)/8
    for phase in phases:
        slope = -slope_max * np.sin(phase)
        normal = np.array([0.0, 0.0, 1.0])
        normal[axis] = -slope
        normal /= np.linalg.norm(normal)
        arrival = J * (np.cos(theta) + (slope*np.sin(theta) if axis == 0 else 0))
        if process == "move":
            q = X3 if axis == 0 else Y3
            z = amp*(np.cos(phase + k*q) - np.cos(phase)) - depth
            density = cascade(X3, Y3, z, theta) * depth_weight
            height = X3*normal[0] + Y3*normal[1] + z*normal[2]
            start = q - height*normal[axis]
            shift = d*(beam[axis] - (beam @ normal)*normal[axis])
            change = np.cos(phase + k*(start+shift)) - np.cos(phase + k*start)
            total += arrival * V * np.sum(density*change) * step**2
        else:
            q = X2 if axis == 0 else Y2
            z = amp*(np.cos(phase + k*q) - np.cos(phase))
            density = cascade(X2, Y2, z, theta)
            total -= (arrival * erosion_strength * step**2
                      * np.sum(density*np.cos(phase + k*q)))
    return -2*total/len(phases)/amp/k**2


def long_wave_S(theta, axis, process="move"):
    """Remove the leading k^2 correction from the ripple calculation."""
    k = 0.05
    return (4*ripple_S(theta, k/2, axis, process)
            - ripple_S(theta, k, axis, process)) / 3


def inside_fraction(theta):
    sn = np.hypot(sp*np.cos(theta), st*np.sin(theta))
    return norm.cdf(a*np.cos(theta)/sn)


def M_formula(theta):
    return V*d*np.sin(theta)*inside_fraction(theta)


def SX_formula(theta):
    sn = np.hypot(sp*np.cos(theta), st*np.sin(theta))
    dF = -norm.pdf(a*np.cos(theta)/sn)*a*st**2*np.sin(theta)/sn**3
    return J*V*d*(np.cos(2*theta)*inside_fraction(theta)
                  + 0.5*np.sin(2*theta)*dF)


def SY_formula(theta):
    return J*V*d*np.cos(theta)**2*inside_fraction(theta)


def flat_crater(theta):
    """Volume, first moment and half the squared height integral."""
    def footprint(x):
        return np.sum(cascade(x, Y3, -depth, theta)*depth_weight, axis=2)
    dh = V*(footprint(X3 - d*np.sin(theta)) - footprint(X3))
    return np.array([dh.sum(), (X2*dh).sum(), 0.5*(dh**2).sum()])*step**2


# The crater moments and their angular derivative, from quadrature
for angle in np.radians([20.0, 45.0, 65.0]):
    m0, m1, _ = flat_crater(angle)
    assert abs(m0) < 1e-7
    assert abs(m1 - M_formula(angle)) < 1e-6
    dt = 1e-3
    slope_of_moment = J*(np.cos(angle+dt)*flat_crater(angle+dt)[1]
                         - np.cos(angle-dt)*flat_crater(angle-dt)[1])/(2*dt)
    assert abs(slope_of_moment - SX_formula(angle)) < 1e-5

# Curvature coefficients from actual ripples at three incidence angles
direct = {}
for degrees in (0, 30, 65):
    angle = np.radians(degrees)
    direct[degrees] = (long_wave_S(angle, 0), long_wave_S(angle, 1))
    assert abs(direct[degrees][0] - SX_formula(angle)) < 1e-4*J*V*d
    assert abs(direct[degrees][1] - SY_formula(angle)) < 1e-4*J*V*d

# Corrections to the coefficient must vanish as k squared
SX, SY = SX_formula(theta_ex), SY_formula(theta_ex)
error_ratio = ((ripple_S(theta_ex, 0.05, 0) - SX)
               / (ripple_S(theta_ex, 0.025, 0) - SX))
assert 3.8 < error_ratio < 4.2

# Sign change of S_X, checked on ripples on either side
theta_c = brentq(SX_formula, np.radians(20), np.radians(60))
assert long_wave_S(theta_c - np.radians(1), 0) > 0
assert long_wave_S(theta_c + np.radians(1), 0) < 0


def erosion_terms(theta, axis):
    """First-moment part and curvature part of the erosion coefficient."""
    def first(angle):
        return (-erosion_strength*step**2
                * np.sum(X2*cascade(X2, Y2, 0.0, angle)))

    def volume(curvature):
        q = X2 if axis == 0 else Y2
        return (-erosion_strength*step**2
                * np.sum(cascade(X2, Y2, 0.5*curvature*q**2, theta)))
    dt, dK = 1e-3, 1e-4
    if axis == 0:
        moment_part = J*(np.cos(theta+dt)*first(theta+dt)
                         - np.cos(theta-dt)*first(theta-dt))/(2*dt)
    else:
        moment_part = J*np.cos(theta)**2/np.sin(theta)*first(theta)
    curvature_part = J*np.cos(theta)*(volume(dK)-volume(-dK))/(2*dK)
    return moment_part, curvature_part


# Erosion needs the curvature part; the first moment alone must fail
erosion_parts = [erosion_terms(theta_ex, axis) for axis in (0, 1)]
erosion_direct = [long_wave_S(theta_ex, axis, "erode") for axis in (0, 1)]
for parts, value in zip(erosion_parts, erosion_direct):
    assert abs(sum(parts) - value) < 1e-4*J*V*d
    assert abs(parts[0] - value) > 1e-3*J*V*d
theta_c_erosion = brentq(lambda t: SX_formula(t) + sum(erosion_terms(t, 0)),
                         np.radians(20), np.radians(60))

# Tilting a crater of finite depth: horizontal moment from the rotated curve
u = np.linspace(-9, 9, 40001)
w = (0.3*u + 0.1*(u**2 - 1))*np.exp(-u**2/2)
tilt = 0.2
x_lab = u*np.cos(tilt) - w*np.sin(tilt)
z_lab = u*np.sin(tilt) + w*np.cos(tilt)
assert np.all(np.diff(x_lab) > 0)
moment_lab = np.trapezoid(x_lab*(z_lab - x_lab*np.tan(tilt)), x_lab) \
    if hasattr(np, "trapezoid") else \
    np.trapz(x_lab*(z_lab - x_lab*np.tan(tilt)), x_lab)
du = u[1] - u[0]
moment_rotated = (np.cos(tilt)*np.sum(u*w)
                  - np.sin(tilt)*0.5*np.sum(w**2))*du
assert abs(moment_lab - moment_rotated) < 1e-6
N_depth = flat_crater(theta_ex)[2]

# Viscous smoothing of a film on a rigid base
gamma_over_eta = gamma_SI/eta_SI/nano
B = gamma_over_eta*film**3/3


def film_decay(k):
    """Decay rate from the Stokes equations: no slip below, free top."""
    c, s, z = np.cosh(k*film), np.sinh(k*film), film
    value = np.array([z*c - s/k, z*s])
    d1 = np.array([k*z*s, s + k*z*c])
    d2 = np.array([k*s + k**2*z*c, 2*k*c + k**2*z*s])
    d3 = np.array([2*k**2*c + k**3*z*s, 3*k**2*s + k**3*z*c])
    matrix = np.array([d2 + k**2*value, 3*d1 - d3/k**2])
    coefficients = np.linalg.solve(matrix, [0.0, -gamma_over_eta*k**2])
    return -value @ coefficients


assert abs(film_decay(0.01)/(B*0.01**4) - 1) < 5e-3

# Fastest ripple: long-wave formula, and full finite-k calculation
k_star = np.sqrt(-SX/(2*B))
growth = SX**2/(4*B)
scan = np.linspace(0.2*k_star, 2*k_star, 20001)
scan_rate = -direct[65][0]*scan**2 - B*scan**4
assert abs(scan[np.argmax(scan_rate)]/k_star - 1) < 1e-3
assert abs(scan_rate.max()/growth - 1) < 1e-3
full = minimize_scalar(
    lambda k: ripple_S(theta_ex, k, 0)*k**2 + film_decay(k),
    bounds=(0.3*k_star, 3*k_star), method="bounded", options={"xatol": 1e-5})
assert full.fun < 0
SX_total = SX + erosion_direct[0]
assert SX_total < 0

print(f"ion flux: {flux_cm2:.1e} ions/(cm2 s) = {J:.3f} ions/(nm2 s)")
print(f"cascade depth a: {a:.2f} nm")
print(f"cascade widths along, across beam: {sp:.2f}, {st:.2f} nm")
print(f"volume per atom: {atom_volume:.4f} nm3")
print(f"moved atoms in unbounded solid: {moved_atoms:.0f}")
print(f"displacement d: {d:.2f} nm")
print(f"moved volume V: {V:.4f} nm3")
print(f"V d: {V*d:.4f} nm4")
print(f"incidence angle: {np.degrees(theta_ex):.1f} deg")
print(f"inside fraction F: {inside_fraction(theta_ex):.4f}")
print(f"first moment M, formula: {M_formula(theta_ex):.5f} nm4")
print(f"first moment M, quadrature: {flat_crater(theta_ex)[1]:.5f} nm4")
for degrees, pair in direct.items():
    angle = np.radians(degrees)
    print(f"S_X at {degrees} deg, formula / ripple: "
          f"{SX_formula(angle):.5f} / {pair[0]:.5f} nm2/s")
    print(f"S_Y at {degrees} deg, formula / ripple: "
          f"{SY_formula(angle):.5f} / {pair[1]:.5f} nm2/s")
print(f"error ratio on halving k: {error_ratio:.3f}")
print(f"critical angle, redistribution only: {np.degrees(theta_c):.2f} deg")
print(f"critical angle with erosion: {np.degrees(theta_c_erosion):.2f} deg")
print(f"sputter yield at normal incidence: {yield_normal:.2f} atoms/ion")
for name, parts, value in zip("XY", erosion_parts, erosion_direct):
    print(f"erosion S_{name}, first-moment part: {parts[0]:.5f} nm2/s")
    print(f"erosion S_{name}, curvature part: {parts[1]:.5f} nm2/s")
    print(f"erosion S_{name}, ripple: {value:.5f} nm2/s")
print(f"mean-crater depth moment N: {N_depth:.6f} nm4")
print(f"its addition J cos(theta) N: {J*np.cos(theta_ex)*N_depth:.6f} nm2/s")
print(f"surface tension: {gamma_SI:.2f} J/m2")
print(f"film thickness: {film:.2f} nm")
print(f"film viscosity: {eta_SI:.1e} Pa s")
print(f"B: {B:.4f} nm4/s")
print(f"fastest wavenumber: {k_star:.4f} 1/nm")
print(f"ripple wavelength: {2*np.pi/k_star:.2f} nm")
print(f"growth rate: {growth:.6f} 1/s")
print(f"growth time: {1/growth:.1f} s")
print(f"wavenumber times film thickness: {k_star*film:.3f}")
print(f"finite-k S_X at that wavenumber: {ripple_S(theta_ex,k_star,0):.5f} nm2/s")
print(f"film decay / (B k^4) there: {film_decay(k_star)/(B*k_star**4):.4f}")
print(f"wavelength, full finite-k model: {2*np.pi/full.x:.2f} nm")
print(f"growth time, full finite-k model: {-1/full.fun:.1f} s")
print(f"long-wave wavelength with erosion: "
      f"{2*np.pi*np.sqrt(2*B/-SX_total):.2f} nm")
print("all good")
```

Running it gives:

```
ion flux: 1.0e+14 ions/(cm2 s) = 1.000 ions/(nm2 s)
cascade depth a: 1.50 nm
cascade widths along, across beam: 1.00, 0.80 nm
volume per atom: 0.0230 nm3
moved atoms in unbounded solid: 50
displacement d: 0.20 nm
moved volume V: 1.1500 nm3
V d: 0.2300 nm4
incidence angle: 65.0 deg
inside fraction F: 0.7750
first moment M, formula: 0.16155 nm4
first moment M, quadrature: 0.16155 nm4
S_X at 0 deg, formula / ripple: 0.21463 / 0.21463 nm2/s
S_Y at 0 deg, formula / ripple: 0.21463 / 0.21463 nm2/s
S_X at 30 deg, formula / ripple: 0.09634 / 0.09634 nm2/s
S_Y at 30 deg, formula / ripple: 0.15756 / 0.15756 nm2/s
S_X at 65 deg, formula / ripple: -0.15347 / -0.15347 nm2/s
S_Y at 65 deg, formula / ripple: 0.03184 / 0.03184 nm2/s
error ratio on halving k: 3.998
critical angle, redistribution only: 42.39 deg
critical angle with erosion: 41.09 deg
sputter yield at normal incidence: 1.00 atoms/ion
erosion S_X, first-moment part: -0.00070 nm2/s
erosion S_X, curvature part: 0.03588 nm2/s
erosion S_X, ripple: 0.03518 nm2/s
erosion S_Y, first-moment part: -0.01545 nm2/s
erosion S_Y, curvature part: 0.00773 nm2/s
erosion S_Y, ripple: -0.00773 nm2/s
mean-crater depth moment N: 0.000728 nm4
its addition J cos(theta) N: 0.000308 nm2/s
surface tension: 1.00 J/m2
film thickness: 3.00 nm
film viscosity: 2.0e+09 Pa s
B: 4.5000 nm4/s
fastest wavenumber: 0.1306 1/nm
ripple wavelength: 48.12 nm
growth rate: 0.001308 1/s
growth time: 764.3 s
wavenumber times film thickness: 0.392
finite-k S_X at that wavenumber: -0.15165 nm2/s
film decay / (B k^4) there: 0.7842
wavelength, full finite-k model: 37.40 nm
growth time, full finite-k model: 561.1 s
long-wave wavelength with erosion: 54.81 nm
all good
```
